Asymptotic Decay of Exchange-Coupled Dirac-Fock Spinors in Closed-Shell Atoms

**1. Result and conditions**

Let h be the highest occupied spinor of a closed-shell atom in the Dirac-Coulomb-Fock approximation. Suppose that another occupied spinor a is linked to h by a chain of exchange multipoles of order k ≥ 1 with nonzero radial moments. At large r its large and small radial components then follow those of h:

(P_a, Q_a) → C_a r^(−n_a) (P_h, Q_h),  P_h ~ r^σ e^(−λr). (1)

The integer n_a is the smallest sum of k+1 over such chains. The exponent λ belongs to h, however deeply a is bound.

The condition on the chain is needed. Monopole exchange, k = 0, does not link the tails, so the statement that all occupied orbitals share one exponent fails for Be, where 1s keeps its own.

The orbitals are canonical, without off-diagonal Lagrange multipliers; the nucleus is a point charge Z, there are N electrons, and the Breit interaction is omitted. Hartree atomic units are used. Orbital energies ε exclude the rest energy, E = c² + ε, and 0 < E_a < E_h < c² for every a ≠ h.

**2. Radial equations and the exchange source**

With κ the relativistic angular quantum number, the radial equations are

(V_a − ε_a)P_a + c(−d/dr + κ_a/r)Q_a = X_a^P,
c(d/dr + κ_a/r)P_a + (V_a − 2c² − ε_a)Q_a = X_a^Q. (2)

The exchange term has been moved to the right, which makes its sign positive:

(X_a^P, X_a^Q) = Σ_(b≠a) Σ_k w_ab^k U_ab^k(r) (P_b, Q_b), (3)

U_ab^k(r) = ∫₀^∞ (r_<^k / r_>^(k+1)) ρ_ab(s) ds,  ρ_ab = P_aP_b + Q_aQ_b, (4)

where r_< and r_> are the smaller and larger of r and s.

The factor w comes from summing over the magnetic states of the full shell b. By the Wigner-Eckart theorem, the squared angular matrix element of a multipole is the square of a 3j symbol containing m_a and m_b, times the squared reduced element (2j_a+1)(2j_b+1)(j_a k j_b; ½ 0 −½)². Summing the first factor over m_b and the multipole component gives 1/(2j_a+1). Hence

w_ab^k = (2j_b+1)(j_a k j_b; ½ 0 −½)²,  l_a + l_b + k even, (5)

with k also restricted by the triangle rule for j_a, k, j_b.

The terms b = a multiply P_a and Q_a themselves and are kept in V_a. For k = 0 the squared 3j symbol is 1/(2j_a+1), so w_aa^0 = 1. The nucleus, the direct potential and this self-term give

V_a → −Z/r + N/r − 1/r = −ζ/r,  ζ = Z − N + 1. (6)

Self-terms with k > 0 fall off as r^(−k−1) and do not change ζ.

**3. Why the monopole is different**

Splitting the integral in (4) at s = r, and writing the inner part as the total minus the outer part, gives

U_ab^k = r^(−k−1)[M_ab^k − ∫_r^∞ s^k ρ_ab ds] + r^k ∫_r^∞ s^(−k−1) ρ_ab ds, (7)

M_ab^k = ∫₀^∞ s^k ρ_ab ds. (8)

The outer integrals are exponentially small. For k ≥ 1 a nonzero moment therefore leaves U_ab^k → M_ab^k r^(−k−1).

For k = 0 the triangle rule requires j_a = j_b, and parity then requires κ_a = κ_b. Two different radial spinors with the same κ are orthogonal, so M_ab^0 = 0 and

U_ab^0 = −∫_r^∞ (1/r − 1/s) ρ_ab ds. (9)

This remainder contains the product of both tails. Multiplied by P_b, it gives a source of order P_aP_b², up to powers of r. That is smaller than P_a itself by the exponentially small factor P_b², so it cannot impose the exponent of b on a.

**4. The tail of the highest spinor**

Insert (P_h, Q_h) = r^σ e^(−λr)(u₀ + u₁/r + …) into (2). To leading order d/dr becomes −λ, and D(ε_h)u₀ = 0 with

D(ε) = [ −ε, cλ ; −cλ, −2c² − ε ]. (10)

The semicolon separates the rows. The determinant vanishes when

c²λ² = −ε_h(2c² + ε_h),  or  λ² = −2ε_h − ε_h²/c². (11)

The first row gives the component ratio:

u₀ = (1, β),  β = ε_h/(cλ) = −cλ/(2c² + ε_h). (12)

The second form of β follows from the second row.

At the next order the derivative of r^σ, the κ/r terms and the potential −ζ/r enter:

D(ε_h)u₁ + [ −ζ, c(κ_h − σ) ; c(κ_h + σ), −ζ ]u₀ = 0. (13)

The row vector (1, −β) annihilates D(ε_h) from the left, as (12) shows. Multiplying (13) by it removes u₁:

−ζ + cβ(κ_h − σ) − cβ(κ_h + σ) + ζβ² = 0. (14)

The κ_h terms cancel, leaving σ = −ζ(1 − β²)/(2cβ). The product of the two forms in (12) is β² = −ε_h/(2c² + ε_h), so 1 − β² = 2(c² + ε_h)/(2c² + ε_h). With 2cβ = 2ε_h/λ and (11),

σ = ζλ(c² + ε_h)/[−ε_h(2c² + ε_h)] = ζ(1 + ε_h/c²)/λ. (15)

Exchange with the inner spinors does not alter this. A source returned to h by a linked spinor a carries at least r^(−2) from the multipole and r^(−2) from the tail of a. It is thus of order r^(−4)P_h or smaller, whereas σ is fixed at relative order 1/r.

**5. Response of a deeper spinor**

Let the leading source for a be s r^(−m)(P_h, Q_h), and define the gap Δ_a = ε_h − ε_a > 0. The driven solution has the same exponential as its source, so the leading matrix is D(ε_a) evaluated with λ of h. Since ε enters (10) as −ε on the diagonal,

D(ε_a) = D(ε_h) + Δ_a·1,  D(ε_a)u₀ = Δ_a u₀. (16)

The source is proportional to u₀, and the response is

(P_a, Q_a) → (s/Δ_a) r^(−m) (P_h, Q_h). (17)

This solution is unique at leading order because the matrix is invertible:

det D(ε_a) = ε_a(2c² + ε_a) + c²λ² = −Δ_a(E_a + E_h) ≠ 0. (18)

Equation (17) also fixes the small component: Q_a/P_a tends to β of h, not to the ratio that ε_a would give for a free tail.

A decaying homogeneous solution with exponent λ_a may be added. From c²λ_a² = c⁴ − E_a²,

λ_a − λ = Δ_a(E_a + E_h)/[c²(λ_a + λ)] > 0, (19)

so the homogeneous part dies out faster than the driven part. Their ratio changes on the length scale 1/(λ_a − λ); how many such lengths are needed depends on the two amplitudes.

A strongly relativistic model checks this algebra. It has nuclear charge 80, ε_h = −3532.192 Ha, a driven level at 3ε_h, and a source r^(−2)(P_h, Q_h). The extrapolated response times Δ_a is 1.000001, where (17) requires 1. The solved ratio Q_a/P_a is −0.322196, in agreement with (12).

**6. Chains of multipoles**

A spinor b whose tail is C_b r^(−n_b)(P_h, Q_h) is itself a source for a. By (3) and (7) its contribution has power n_b + k + 1. Starting from n_h = 0 and C_h = 1, the smallest power wins:

n_a = min over b, k ≥ 1 of (n_b + k + 1), (20)

C_a = (1/Δ_a) Σ w_ab^k M_ab^k C_b, (21)

where the sum runs over all b and k that attain the minimum. If a moment vanishes or the sum cancels, the next power takes over.

For an outermost s₁/₂ shell, p spinors couple through k = 1 and have n = 2. The d spinors couple through k = 2 and have n = 3; the detour through p would cost 4. Inner s spinors share κ with h and j = ½, so k = 0 is the one multipole allowed between them. They need an intermediary, and the shortest chain, through a p spinor, gives n = 2 + 2 = 4.

For an outermost p₃/₂ shell, s spinors have n = 2, while p₁/₂ and inner p₃/₂ spinors couple through k = 2 and have n = 3. For an outermost p₁/₂ shell, an inner p₁/₂ spinor has no direct link, because two angular momenta of ½ cannot combine to k = 2. It reaches h through an s spinor with n = 4. Spin-orbit coupling thus changes the power as well as the energies.

A spin-orbit partner of h has a small Δ_a. By (19), λ_a − λ ≈ Δ_a/λ for a weakly relativistic valence shell, so the limit (1) requires r ≫ λ/Δ_a. As c → ∞ the splitting closes and this radius moves to infinity: the limits of large r and large c cannot be interchanged for such a pair.

**7. The first correction**

The leading term can be slow to set in. If |ε_a| and |ε_h| are both much smaller than c², the second line of (2) gives at large r Q ≈ (P′ + κP/r)/(2c), and the first becomes

−½P_a″ + [κ_a(κ_a+1)/(2r²) + V_a − ε_a]P_a = X_a^P. (22)

Write P_a = gP_h and use the corresponding equation for P_h. With P_h′/P_h = −λ + O(1/r),

λg′ + Δ_a g + … = s r^(−m), (23)

where the omitted terms, −½g″ among them, are smaller than g by r^(−2). Inserting g = (s/Δ_a)r^(−m)(1 + b/r) and collecting the power r^(−m−1) gives −mλs/Δ_a + sb = 0, hence

b = mλ/Δ_a. (24)

This holds for a source that comes directly from h. On a chain with an intermediary, the 1/r correction of the intermediary enters the source and adds to b. A longer chain whose power is m + 1 adds to b as well. Small gaps and high multipoles therefore delay the asymptotic regime.

**8. Zinc: three powers in one atom**

Zn has an outermost 4s₁/₂ shell and occupied p and d shells. At the Dirac-Coulomb-Fock level with a point nucleus, ε_h = −0.298636 Ha. Equation (11) gives λ = 0.772831 bohr⁻¹; the term ε_h²/c² affects only the last digits. With ζ = 1, (15) gives σ = 1.29392. This level leaves out correlation, the Breit interaction, quantum-electrodynamic effects and nuclear size.

For 3p₃/₂ the direct link has k = 1, w = 1/3, M = 0.189907 bohr and Δ = 3.538518 Ha. Equation (21) gives

C = 0.333333 × 0.189907 / 3.538518 = 0.01789 bohr². (25)

For 3d₅/₂ it has k = 2, w = 0.2, M = −1.553362 bohr² and Δ = 0.456086 Ha:

C = 0.2 × (−1.553362) / 0.456086 = −0.6812 bohr³. (26)

In both cases atomic units are understood for the energy and the Coulomb coupling. Solving the coupled tail equations and extrapolating in 1/r gives 0.01789 and −0.6812 as well. The solved powers are 2, 3 and 4 for the p, d and inner s spinors. The 1s spinor, bound by 357.75 Ha, has n = 4 and C = 5.648×10⁻⁷ bohr⁴: its tail is very weak, but it has the exponent of 4s. The numerical output lists all the spinors.

Equation (24) explains how quickly the limit is reached. At r = 29.66 bohr, 3p₃/₂ should exceed its leading term by the factor 1 + 2 × 0.77283/(3.538518 × 29.66) = 1.0147; the solved factor is 1.0151. For 3d₅/₂ the same estimate, with m = 3, is 1.171, while the solved factor is 1.2349. The expansion parameter λ/(Δ_a r) is larger here, so higher orders matter. From (23) as written the second-order term is m(m+1)[λ/(Δ_a r)]² = 0.039; the omitted r^(−2) terms enter at the same order and reduce it to 0.037. This raises the estimate to 1.208, and further orders of the direct link bring it to about 1.229. The chain through 3p, with power 4, adds less than 0.001. The remaining 0.005 has the size of the homogeneous 3d tail, which with λ_a − λ = 0.456 bohr⁻¹ has not yet died out at this radius.

Exchange is the cause of the common exponent. If the source is removed from the tail equation, with the potential and the inner boundary value unchanged, the decay constant of 3p₃/₂ changes from 0.77283 to 2.77011 bohr⁻¹. That of 3d₅/₂ changes to 1.22858 bohr⁻¹. Both are the values that (11) gives for the spinor's own energy.

**9. Beryllium: the link is missing**

Be has two occupied shells, 1s₁/₂ and 2s₁/₂, so (5) allows only k = 0 between them. With the remainder (9) retained and the orthogonality of the two spinors used, the solved decay constants are 3.07665 and 0.78654 bohr⁻¹. Each agrees with the spinor's own energy, −4.733498 Ha and −0.309322 Ha respectively. In Mg, the occupied 2p shell supplies the intermediary that links 1s and 2s to the outermost 3s.

**10. Consequences for radial solvers**

The outer boundary condition of a linked inner spinor must describe the driven solution. At a sufficiently large radius R one may set

P_a(R) = C_a R^(−n_a) P_h(R),  Q_a(R) = C_a R^(−n_a) Q_h(R), (27)

provided that the 1/R corrections of both components are acceptable. For the large component the correction is b/R. The small component also contains P′ and κP/r, so in the weakly relativistic case its coefficient is b + (n_a + κ_h − κ_a)/λ. For 3p₃/₂ in Zn the two coefficients are 0.44 and 4.32 bohr; at R = 29.66 bohr the small component thus needs a correction of about 15%, the large one only 1.5%. If these corrections are too large, the inhomogeneous equation can be solved as a boundary-value problem with a distant wall.

Starting an inward integration with the wrong value adds a homogeneous piece. Apart from powers of r, this piece grows relative to the driven tail by e^((λ_a − λ)(R − r)). For 3p₃/₂ in Zn the difference of exponents is 1.99728 bohr⁻¹, so over 10 bohr the factor is about 5×10⁸. Matching to the outward solution can remove the homogeneous piece, but if the starting error is as large as the driven tail itself, the subtraction costs between eight and nine digits at the inner end of this range.

The radial cutoff must also follow h. With exchange, |P| of 3p₃/₂ stays above 10⁻¹² (in atomic units) out to 28.0 bohr; without the source, continued from the same value at r = 4.1 bohr, it does so only to 11.7 bohr. For 3d₅/₂ the two radii are 28.7 and 24.4 bohr. The source-free radii depend on this starting point: starting at 8 bohr they become 14.0 and 24.6 bohr. A grid cut according to λ_a removes the driven tail, although for a deep core spinor the norm lost may be negligible.

Exchange can be written as an orbital-dependent local potential, −X_a^P/P_a in the first line of (2) and −X_a^Q/Q_a in the second. From (17) this potential does not vanish at infinity; both quotients have the same limit:

−X_a^P/P_a → −Δ_a. (28)

Moved to the left of (2), it turns −ε_a into −ε_a − Δ_a = −ε_h, which is why the local equation has the decay of h. Setting the potential to zero at the outer edge restores the wrong exponent. The quotient is also singular at a node of P_a, unless X_a^P vanishes there too.

Such nodes can be forced by the sign of C_a. Take each P positive near the nucleus. The 4s function has three nodes and is negative outside. For 2p₃/₂ the constant C = 6.755×10⁻⁵ bohr² is positive, so its far tail is negative, although a 2p function in a local potential has no node. An odd number of sign changes, hence at least one, must therefore occur, and the same holds for 2p₁/₂ and 1s. The column of extra nodes in the output counts sign changes only where |P| exceeds 10⁻⁴ of its maximum and then compares with the sign of the far tail, so it is a lower bound. A solver that identifies a spinor by the count n − l − 1 over the whole grid would reject these correct solutions. The count should be confined to the region where the spinor has appreciable amplitude.

Computed values

```
MODEL, nuclear charge 80, one driven spinor
eps_h = -3532.192 Ha, eps_a = -10596.576 Ha
decay constant: solved 80.00000, formula 80.00000 1/bohr
power sigma: solved 0.81191, formula 0.81191
response*(eps_h-eps_a) = 1.000001 (formula: 1)
Q/P of driven spinor: -0.322196, formula -0.322196
BERYLLIUM, Dirac-Coulomb-Fock
1s1/2: eps = -4.733498 Ha (Gaussian basis -4.733497 Ha)
2s1/2: eps = -0.309322 Ha (Gaussian basis -0.309322 Ha)
1s1/2: decay solved 3.07665, own formula 3.07665 1/bohr
2s1/2: decay solved 0.78654, own formula 0.78654 1/bohr
ZINC, Dirac-Coulomb-Fock, point nucleus
4s1/2: eps = -0.298636 Ha
decay constant: solved 0.772831, formula 0.772831 1/bohr
power sigma: solved 1.29392, formula 1.29392
Q/P limit from eps_h: -0.0028198
spinor, eps/Ha, n: formula solved, C/bohr^n: formula solved, extra nodes
1s1/2 -357.75238  4 4.0000  5.64791e-07 5.64791e-07  1
2s1/2 -45.34649  4 4.0000  2.86178e-05 2.86178e-05  0
2p1/2 -39.74023  2 2.0000  6.19718e-05 6.19718e-05  1
2p3/2 -38.85127  2 2.0000  6.75475e-05 6.75475e-05  1
3s1/2 -5.80004  4 4.0000  -2.17956e-03 -2.17956e-03  0
3p1/2 -3.95784  2 2.0000  1.61999e-02 1.61999e-02  0
3p3/2 -3.83715  2 2.0000  1.78895e-02 1.78895e-02  0
3d3/2 -0.77089  3 3.0000  -6.41048e-01 -6.41053e-01  0
3d5/2 -0.75472  3 3.0000  -6.81171e-01 -6.81177e-01  0
Direct links to 4s1/2: k, factor w, moment M/bohr^k, gap/Ha
3p1/2: 1, 0.333333, 0.177836, 3.659203
3p3/2: 1, 0.333333, 0.189907, 3.538518
3d3/2: 2, 0.200000, -1.513692, 0.472255
3d5/2: 2, 0.200000, -1.553362, 0.456086
Exchange source on / off, same inner boundary value
3p3/2: decay on 0.77283, off 2.77011, own formula 2.77011 1/bohr
   |P| > 1e-12 up to r = 28.0 on, 11.7 off (bohr)
   solved P / leading term at r = 29.66 bohr: 1.0151
3d5/2: decay on 0.77283, off 1.22858, own formula 1.22858 1/bohr
   |P| > 1e-12 up to r = 28.7 on, 24.4 off (bohr)
   solved P / leading term at r = 29.66 bohr: 1.2349
```
